# Förster transfer rates for a molecular pair and an acceptor sheet

## What the result decides in a calculation

A simulation of energy transfer must fix how the rate from an excited donor to each acceptor is obtained, and how far the list of acceptors must reach. If the conditions below hold, one length $R_0$ per donor–acceptor species replaces a separate quantum calculation for every pair, and a flat layer of acceptors can be replaced by one closed formula. If they fail, the code needs full Coulomb couplings, explicit orientations or a propagation of the wave function. The derivation gives a criterion for each choice.

The algebra uses atomic units, so $\hbar=1$ and the Coulomb energy of two unit charges is $1/r$. Numbers are in eV and angstrom; rates are then quoted as $\hbar k$ in eV. The molecules are in vacuum, and screening by a host is not included.

## The coupling of two transitions

Initially the donor D is excited and the acceptor A is in its ground state: $|D^*A\rangle$. Finally the excitation is on the acceptor: $|DA^*\rangle$. Electrons are not exchanged between the molecules, which requires negligible overlap of their electron clouds. The Coulomb interaction must change the state of both molecules at once. Terms that act on one molecule alone, such as the attraction of D's electrons to A's nuclei, vanish because the two states of the other molecule are orthogonal. What remains is

$$V=\int\!\!\int \frac{\rho_D(\mathbf r)\,\rho_A(\mathbf r')}{|R\mathbf n+\mathbf r'-\mathbf r|}\,d^3r\,d^3r'.$$

Here $\rho_D$ and $\rho_A$ are the real transition charge densities, each measured from the centre of its own molecule, and $\mathbf n$ is the unit vector from D to A. Orthogonality also gives $\int\rho_D=\int\rho_A=0$. The first moments are the transition dipoles, $\mathbf d_D=\int\mathbf r\rho_D$ and $\mathbf d_A=\int\mathbf r'\rho_A$.

For molecules small compared with $R$, set $\mathbf s=\mathbf r'-\mathbf r$ and expand:

$$\frac1{|R\mathbf n+\mathbf s|}=\frac1R-\frac{\mathbf n\cdot\mathbf s}{R^2}+\frac{3(\mathbf n\cdot\mathbf s)^2-s^2}{2R^3}+\dots$$

A term that lacks $\mathbf r$ or lacks $\mathbf r'$ integrates to zero, since one density then contributes its vanishing total charge. This removes the first two terms. In the third, the mixed parts are $-2(\mathbf n\cdot\mathbf r)(\mathbf n\cdot\mathbf r')$ from $(\mathbf n\cdot\mathbf s)^2$ and $-2\,\mathbf r\cdot\mathbf r'$ from $s^2$. Therefore

$$V=\frac{\mathbf d_D\cdot\mathbf d_A-3(\mathbf n\cdot\mathbf d_D)(\mathbf n\cdot\mathbf d_A)}{R^3}=\frac{\kappa\,d_Dd_A}{R^3},$$

$$\kappa=\mathbf u_D\cdot\mathbf u_A-3(\mathbf n\cdot\mathbf u_D)(\mathbf n\cdot\mathbf u_A),$$

with unit vectors $\mathbf u_D,\mathbf u_A$ along the dipoles.

The first neglected terms couple the dipole of one molecule to the quadrupole of the other and fall as $R^{-4}$. For molecules of size $l$ the relative error is therefore in general of order $l/R$. These terms vanish if each transition density is odd about the centre of its molecule, and the error is then of order $l^2/R^2$. Both estimates assume $\kappa$ of order one. As $\kappa\to0$ the dipole term vanishes while the higher terms in general do not, so the relative error grows without bound and even the sign of $V$ can differ. A solvable case of the symmetric kind shows the size for $\kappa=-2$. Replace each transition density by charges $\pm q$ a distance $l$ apart, all on one line. Two like pairs are separated by $R$, and the unlike pairs by $R+l$ and $R-l$:

$$V=q^2\left[\frac2R-\frac1{R+l}-\frac1{R-l}\right]=-\frac{2q^2l^2}{R^3}\,\frac1{1-l^2/R^2}.$$

The first factor is the dipole result, with $\kappa=-2$ and $d=ql$. For $l=5$ angstrom the full coupling exceeds it by 1.0 % at $R=50$ angstrom, 6.7 % at 20 angstrom and 33 % at 10 angstrom. The rate contains $V^2$, so at 10 angstrom it is larger by the factor $1.333^2\approx1.78$. At such distances the integral over transition densities should be used.

## From the golden rule to spectral overlap

Each electronic state carries vibrational levels: $v$ for $D^*$, $v'$ for $D$, $w$ for $A$ and $w'$ for $A^*$. Take $V$ to be independent of the nuclear positions (the Condon approximation), and let the two molecules have separate vibrations. The matrix element between full states is then $V F_{v'v}G_{w'w}$, where $F_{v'v}=\langle v'|v\rangle$ and $G_{w'w}=\langle w'|w\rangle$ are vibrational overlaps.

First-order perturbation theory gives the probability of having left one initial state after time $t$:

$$P(t)=\sum_f |V_{fi}|^2\,\frac{4\sin^2[(E_i-E_f)t/2]}{(E_i-E_f)^2}.$$

As a function of $E_i-E_f$, the last factor is a peak of area $2\pi t$ and width of order $1/t$. Let $s$ be the energy scale on which the density of final states, weighted by $|V_{fi}|^2$, varies. Once the width of the peak is small compared with $s$, the peak acts as $2\pi t\,\delta(E_i-E_f)$, and $P=kt$. First order also requires $kt\ll1$. Both conditions can hold only if $k\ll s$. For a single smooth band, $s$ is the width of the band and the density of final states is at most of order $1/s$. Then $k$ is at most of order $V^2/s$, and $V\ll s$ is sufficient. If the spectra consist of resolved vibrational lines, $s$ is the width of one line, not the whole spread of the spectrum. The condition $V\ll s$ is then still sufficient, but it can be stricter than necessary when the vibrational overlaps are small.

Vibrational relaxation in both molecules is assumed to be fast compared with transfer. Without it, each initial level would decay at its own rate, and the mean rate would describe only the start of the decay. With it, the initial levels have thermal weights $p_v$ and $p_w$ and keep them while the donor population falls, so one rate describes the whole decay:

$$k=2\pi V^2\sum_{vv'ww'}p_vp_w|F_{v'v}|^2|G_{w'w}|^2\,\delta(E_i-E_f).$$

The total energies are $E_i=E_{D^*v}+E_{Aw}$ and $E_f=E_{Dv'}+E_{A^*w'}$. Regrouping by molecule gives

$$E_i-E_f=\underbrace{(E_{D^*v}-E_{Dv'})}_{x}-\underbrace{(E_{A^*w'}-E_{Aw})}_{y}.$$

The energy $x$ is one that the donor could emit, and $y$ is one that the acceptor could absorb. Now insert $\delta(x-y)=\int\delta(E-x)\,\delta(E-y)\,dE$. The sum splits into a donor factor and an acceptor factor:

$$k=2\pi V^2J,\qquad J=\int L_D(E)L_A(E)\,dE,$$

$$L_D(E)=\sum_{vv'}p_v|F_{v'v}|^2\delta(E-x),\quad L_A(E)=\sum_{ww'}p_w|G_{w'w}|^2\delta(E-y).$$

Completeness of the levels $v'$ gives $\sum_{v'}|F_{v'v}|^2=1$, so $L_D$ has unit area; the same holds for $L_A$. No photon is emitted or absorbed in the transfer. The spectra enter because they count the transitions of the two molecules that match in energy. A test with displaced oscillators (quanta 0.04 and 0.03 eV, Huang–Rhys factors 1.0 and 0.8, and zero-zero lines at 1.960 and 2.026 eV for donor and acceptor; thermal energy 0.025 eV) compared the fourfold level sum with the overlap of the two spectra; with every line broadened into a Gaussian of standard deviation 0.02 eV, both give 0.782682 per eV.

Measured spectra must be converted before they are used as $L_D$ and $L_A$. The power absorbed from a light wave is $E$ times a transition rate proportional to $L_A(E)$, so the absorption cross-section is proportional to $E\,L_A(E)$. In spontaneous emission, the squared field of one photon is proportional to $E$ and the number of modes per energy to $E^2$. The photon count per unit energy is therefore proportional to $E^3L_D(E)$. Divide by $E$ and $E^3$ respectively, then normalize each to unit area. This also assumes that every molecule of a species has the same spectrum. If part of the measured width comes from static, independent energy shifts of the molecules, $J$ gives only the mean of unequal pair rates. The mean transferred fraction is then lower than the one calculated from the mean rate.

For Gaussian lines with standard deviations $a$ and $b$ and centres separated by $\Delta=E_A-E_D$, measure $x$ from the emission centre and set $s^2=a^2+b^2$. Completing the square gives

$$\frac{x^2}{2a^2}+\frac{(x-\Delta)^2}{2b^2}=\frac{s^2}{2a^2b^2}\left(x-\frac{a^2\Delta}{s^2}\right)^2+\frac{\Delta^2}{2s^2}.$$

The $x$ integral is $\sqrt{2\pi}\,ab/s$, and the two normalizations supply $1/(2\pi ab)$. Hence

$$J=\frac{e^{-\Delta^2/2s^2}}{\sqrt{2\pi}\,s}.$$

### When the golden rule may be used

The rate was tested against direct solution of the Schrödinger equation for one donor state coupled to a dense set of final levels with Gaussian spectra, $s=0.099$ eV. For $V=0.0081$ eV, or $V/s\approx0.08$, the golden rule gives $\hbar k=1.462\times10^{-3}$ eV and the fitted decay $1.468\times10^{-3}$ eV, a difference of 0.4 % of the golden-rule value. With $V$ ten times larger, $V/s\approx0.8$, the donor population departs from the predicted exponential by up to 0.37. In that regime the wave function or density matrix has to be propagated.

Back transfer has also been left out. Its rate follows from the same formula with the roles exchanged: the emission spectrum of A is overlapped with the absorption spectrum of D. Back transfer can be neglected if its rate is small compared with the rate at which the acceptor loses its excitation by other routes. A small overlap alone does not ensure this when the acceptor is long-lived. Otherwise both rates belong in the kinetic equations.

## The $R^{-6}$ law and the Förster radius

At fixed orientation and spectra, $V\propto R^{-3}$ and therefore $k\propto R^{-6}$. Let $k_D$ be the total decay rate of the donor without acceptors, radiative and nonradiative together. Define $R_0$ as the distance at which $k=k_D$:

$$k=k_D\left(\frac{R_0}{R}\right)^6,\qquad R_0^6=\frac{2\pi\kappa^2d_D^2d_A^2J}{k_D}.$$

The transfer rate itself does not depend on $k_D$, which cancels between the two expressions. If back transfer is negligible, the fraction of excitations transferred to a single acceptor is

$$\eta=\frac{k}{k+k_D}=\frac1{1+(R/R_0)^6}.$$

The law is bounded at short range by molecular size and by the requirement $V\ll s$. At long range it is bounded by the finite speed of light: the static Coulomb interaction is justified for $R\ll\hbar c/E$, which is 987 angstrom at 2.00 eV.

## The orientation factor

Write $\kappa=\mathbf u_A\cdot\mathbf g$ with $\mathbf g=\mathbf u_D-3\mathbf n(\mathbf n\cdot\mathbf u_D)$. The vector $\mathbf g$ gives the direction and relative strength of the donor's dipole field at the acceptor, up to a sign. With $c=\mathbf n\cdot\mathbf u_D$,

$$|\mathbf g|^2=1-6c^2+9c^2=1+3c^2.$$

For an isotropic acceptor, the average of $u_iu_j$ can single out no direction, so it is proportional to $\delta_{ij}$. Its trace is $|\mathbf u_A|^2=1$, so it equals $\delta_{ij}/3$. This gives

$$\langle\kappa^2\rangle_A=\frac{|\mathbf g|^2}{3}=\frac{1+3c^2}{3}.$$

This lies between $1/3$ for a donor perpendicular to $\mathbf n$ and $4/3$ for a donor along $\mathbf n$. If the donor is also isotropic and independent of the acceptor, $\langle c^2\rangle=1/3$ by the same argument, and

$$\langle\kappa^2\rangle=\frac13\left(1+3\cdot\frac13\right)=\frac23.$$

How this mean may be used depends on the motion. If the molecules reorient many times before transfer, each pair experiences the mean rate and decays with a single exponential. If they are frozen, each pair has its own rate $\kappa^2C$, where $C=2\pi d_D^2d_A^2J/R^6$. The ensemble then survives as $\langle e^{-\kappa^2Ct}\rangle$. Its initial slope is $-\tfrac23C$, the mean rate again, but the later decay is slower, because the average of a convex function is at least the function of the average. When mean rate times time equals 1, the surviving fraction is 0.529 for frozen and 0.368 for scrambled orientations, with donor decay left out.

The efficiency $k/(k+k_D)$ is a concave function of $k$. For frozen pairs, inserting $\kappa^2=2/3$ therefore gives an upper bound on the mean efficiency. A code for rigid samples should draw orientations and average the final observable, not the rate.

## Transfer to a sheet: the $d^{-4}$ law

Place the donor at height $d$ above a plane with $n_s$ acceptors per unit area. If the excitation ends on one localized acceptor, different acceptors are different, orthogonal final states. The golden rule sums over final states, so the rates add. The weak-coupling condition then applies to all acceptors together: $\big(\sum_jV_j^2\big)^{1/2}\ll s$, which is stricter than $V_j\ll s$ for each one. With $\kappa^2=2/3$ for every pair and an acceptor spacing small compared with $d$, the sum becomes an integral over rings of radius $\rho$, where $R^2=\rho^2+d^2$:

$$k_{\rm sheet}=k_Dn_sR_0^6\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+d^2)^3}.$$

Put $q=\rho^2+d^2$, $dq=2\rho\,d\rho$. The integral is $\pi\int_{d^2}^\infty q^{-3}dq=\pi/(2d^4)$, and

$$k_{\rm sheet}=k_D\frac{\pi n_sR_0^6}{2d^4}.$$

The change from $-6$ to $-4$ has a simple origin: the area that contributes grows as $d^2$, while the rate per acceptor falls as $d^{-6}$. Integrating once more over layers, with $n_v$ acceptors per volume filling everything deeper than $d$, gives $\int_d^\infty \pi n_vR_0^6/(2z^4)\,dz=\pi n_vR_0^6/(6d^3)$ times $k_D$.

### Finite size and cutoff

For a disc of radius $a$ centred below the donor, the upper limit is $q=d^2+a^2$. The disc supplies the fraction

$$f(a)=1-\frac{d^4}{(d^2+a^2)^2}=1-\frac1{(1+a^2/d^2)^2}$$

of the infinite-sheet rate. Half comes from inside $a=d\sqrt{\sqrt2-1}\approx0.64\,d$. A cutoff at $a=3d$ loses $1/(1+9)^2=1\,\%$, which sets the range of an acceptor list when $\kappa^2=2/3$ applies to every pair; for fixed orientations the lost fraction differs and follows from the integrals below cut at the same radius.

When $d\gg a$, $f\approx2a^2/d^2$, and the rate becomes $k_D\,(n_s\pi a^2)(R_0/d)^6$. This is the number of acceptors times the pair rate: from far away the disc acts as a cluster, and the exponent returns to $-6$. For a lattice disc of radius 200 angstrom, the exponent between 2000 and 4000 angstrom is $-5.98$ in the static sum. These distances test the geometry; they lie outside the near-field range.

### Fixed orientations

Suppose the orientations follow the same rule everywhere in the sheet. Then $\kappa^2$ depends on the direction to a site but not on its distance. Setting $\rho=d\,x$ extracts $d^2$ from the area element and $d^{-6}$ from the rate. The exponent stays $-4$, and the rule enters through a number $\beta$:

$$k_{\rm sheet}=2\pi d_D^2d_A^2J\,\frac{n_s\beta}{d^4},\qquad \frac{\beta}{d^4}=\int\frac{\langle\kappa^2\rangle}{R^6}\,2\pi\rho\,d\rho.$$

The needed integrals are $I_m=\int_0^\infty2\pi\rho\,d\rho\,R^{-2m}=\pi/[(m-1)d^{2m-2}]$, so $I_3=\pi/(2d^4)$, $I_4=\pi/(3d^6)$ and $I_5=\pi/(4d^8)$.

- **Both isotropic:** $\beta=\tfrac23\cdot\tfrac\pi2=\pi/3$.
- **Donor perpendicular to the sheet, acceptors isotropic:** $c^2=d^2/R^2$, so $\beta/d^4=\tfrac13(I_3+3d^2I_4)$ and $\beta=\pi/2$.
- **Donor parallel, acceptors isotropic:** averaged around a ring, $c^2=\rho^2/(2R^2)=\tfrac12(1-d^2/R^2)$. Then $\beta/d^4=\tfrac13(\tfrac52I_3-\tfrac32d^2I_4)$ and $\beta=\pi/4$.
- **Donor perpendicular, acceptors random within the plane:** the in-plane part of $\mathbf g$ has the square $9d^2\rho^2/R^4$, and averaging over in-plane directions gives a factor $\tfrac12$. With $\rho^2=R^2-d^2$, $\beta/d^4=\tfrac92d^2(I_4-d^2I_5)$ and $\beta=3\pi/8$.

With isotropic acceptors, a perpendicular donor thus transfers twice as fast as a parallel one. The mean over one perpendicular and two parallel axes, $(\pi/2+2\pi/4)/3=\pi/3$, recovers the isotropic value. Lattice sums give 1.5708, 0.7854 and 1.1781 for the last three cases, in agreement with the formulas.

### Discrete sites and shared excitons

For a square lattice of spacing 10 angstrom with the donor above a site, the lattice sum divided by the sheet formula is 1.000 at $d=30$ angstrom, 1.11 at 10 angstrom and 2.65 at 5 angstrom. In the last case the nearest site alone contributes $d^{-6}/[\pi n_s/(2d^4)]=2/(\pi n_sd^2)\approx2.55$. Close to the sheet, individual sites must be summed, with couplings beyond the point dipole where necessary.

An irregular layer approaches the formula more slowly than a lattice. If the sites are placed independently at random, the formula gives the mean over placements. The variance of $\sum_jR_j^{-6}$ is $n_s\int_0^\infty2\pi\rho\,d\rho\,R^{-12}=\pi n_s/(5d^{10})$, so the relative standard deviation of the rate is $\sqrt{4/(5\pi n_sd^2)}$. At the density used here this is 17 % at $d=30$ angstrom and 5 % at 100 angstrom. These values take $\kappa^2=2/3$ for every pair. Frozen random acceptor orientations add scatter: for a donor perpendicular to the sheet the spread is about 27 % and 8 %.

If acceptors couple to each other, the final states are excitons $\nu$ with amplitudes $c_{\nu j}$ on sites $j$, and the donor couples to $\nu$ through $\sum_jc_{\nu j}V_j$. In a purely electronic model with real amplitudes, orthonormality gives

$$\sum_\nu\Big(\sum_jc_{\nu j}V_j\Big)^2=\sum_jV_j^2.$$

The sum of site rates therefore survives if the spectral overlap is the same for all excitons. For Gaussian lines, shifting an exciton by $\delta$ multiplies $J$ by $e^{-(2\Delta\delta+\delta^2)/2s^2}$, so the band must be narrow compared with both $s$ and $s^2/|\Delta|$. For a wide band each exciton has its own overlap, this sum rule no longer gives the rate, and the $d^{-4}$ law is not guaranteed.

## Worked example

The parameters are round model values: both dipoles 1.5 e·angstrom, emission centred at 2.00 eV, absorption at 2.05 eV, both standard deviations 0.07 eV with the same line for every molecule of a species, and $\hbar k_D=1.0\times10^{-7}$ eV. In these units $V=(14.40\ \text{eV angstrom})\,\kappa d_Dd_A/R^3$, with dipoles in e·angstrom, and $\hbar k=2\pi V^2J$.

With $s=0.0990$ eV and $\Delta=0.05$ eV,

$$J=\frac{e^{-0.128}}{2.507\times0.0990}=3.55\ \text{eV}^{-1}.$$

For a pair at $R=50$ angstrom with scrambled orientations, the root-mean-square coupling is

$$V=\sqrt{\tfrac23}\;\frac{14.40\times1.5^2}{50^3}=2.12\times10^{-4}\ \text{eV}.$$

This is about 0.002 of $s$, so the weak-coupling condition is met. The rate is

$$\hbar k=2\pi(2.116\times10^{-4})^2(3.547)=9.98\times10^{-7}\ \text{eV},$$

or $k=1.52$ per ns. It is 9.98 times the donor decay, so $R_0=50\times9.98^{1/6}=73.4$ angstrom and $\eta=9.98/10.98=0.909$.

For a sheet with $n_s=0.01$ per square angstrom at $d=100$ angstrom,

$$\frac{k_{\rm sheet}}{k_D}=\frac{\pi\times0.01\times73.37^6}{2\times100^4}=24.5,$$

so $\hbar k_{\rm sheet}=2.45\times10^{-6}$ eV, or 3.72 per ns. Summing over lattice sites gives the same value to the digits shown. The transferred fraction, again without back transfer, is $24.5/25.5=0.961$. A single acceptor at 100 angstrom would give $\hbar k=1.56\times10^{-8}$ eV; the sheet is faster by $\pi n_sd^2/2=157$. These sheet numbers, and the lattice sum, treat the acceptors as uncoupled. At a spacing of 10 angstrom the dipole formula gives neighbouring acceptors a coupling of $14.40\times1.5^2/10^3\approx0.032$ eV times $\kappa$, or about 0.026 eV at $\kappa^2=2/3$. Four such neighbours spread the exciton energies by about $\sqrt4\times0.026\approx0.05$ eV in root mean square, which is not small compared with $s$. The narrow-band condition is therefore not met for these parameters. The values illustrate the sheet formula, and a real layer this dense needs the overlap of each exciton.

The sheet rate equals $k_D$ at

$$d_0=\left(\frac{\pi n_sR_0^6}{2}\right)^{1/4}=222\ \text{angstrom},$$

three times $R_0$. There $d_0E/(\hbar c)\approx0.23$, so corrections from the finite speed of light, which the static formulas omit, begin to matter. For isotropic dipoles the retarded coupling, quoted here without derivation, multiplies the pair rate by $1+x^2/3+x^4/3$ with $x=RE/(\hbar c)$. For a sheet of radius $L\gg d$ this gives the factor $1+\tfrac23y^2+\tfrac43y^4\ln(L/d)$ with $y=dE/(\hbar c)$, which grows slowly without limit as the sheet is enlarged. For $L=10^4$ angstrom it raises the rate by about 5 % at $d_0$ and by about 0.8 % at 100 angstrom, where 24.5 becomes 24.7. The numerical output below lists these values and the checks.

## Computed values

```
Transition dipole, each molecule: 1.50 e angstrom
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Emission centre, absorption centre: 2.00, 2.05 eV
Standard deviation of each line: 0.070 eV
Combined standard deviation: 0.0990 eV
Spectral overlap J: 3.5473 1/eV
Donor decay hbar k_D: 1.00e-07 eV
Donor decay k_D: 0.1519 1/ns
Pair distance R: 50.0 angstrom
Root-mean-square coupling at R: 2.1163e-04 eV
Pair transfer hbar k: 9.9825e-07 eV
Pair transfer k: 1.5166 1/ns
Foerster radius R0: 73.37 angstrom
Pair efficiency at R: 0.9089
Acceptors per area: 0.0100 1/angstrom^2
Sheet distance d: 100.0 angstrom
Sheet transfer hbar k: 2.4501e-06 eV
Sheet transfer k: 3.7223 1/ns
Same, summed over lattice sites, hbar k: 2.4500e-06 eV
One acceptor at distance d, hbar k: 1.5598e-08 eV
Sheet rate / one-acceptor rate: 157.08
Sheet efficiency at d: 0.9608
Distance where sheet rate = k_D: 222.48 angstrom
Near-field limit hbar c/E at emission: 986.6 angstrom
Dipole error, 5 angstrom pairs in line, R=10 angstrom: 33.33 %
Dipole error, 5 angstrom pairs in line, R=20 angstrom: 6.67 %
Dipole error, 5 angstrom pairs in line, R=50 angstrom: 1.01 %
Exponent of V^2 for charge pairs, 100-200 angstrom: -6.0017
Thermal level sum: 0.782682 1/eV
Overlap of the two thermal spectra: 0.782682 1/eV
Dynamics, weak coupling V (R=20 angstrom, in line): 8.0998e-03 eV
Golden-rule hbar k there: 1.4623e-03 eV
hbar k from the Schroedinger equation: 1.4676e-03 eV
Largest population error, weak coupling: 0.0099
Strong coupling V (ten times larger): 8.0998e-02 eV
Largest population error, strong coupling: 0.3733
Mean kappa^2 by quadrature: 0.666667
Frozen orientations, survival at mean rate x time = 1: 0.5293
Scrambled orientations, same time: 0.3679
Lattice sum / sheet formula at d=5 angstrom: 2.64742
Lattice sum / sheet formula at d=10 angstrom: 1.10909
Lattice sum / sheet formula at d=30 angstrom: 1.00000
Sheet exponent, 30-60 angstrom: -4.00001
Sheet factor, perpendicular donor: 1.57079
Sheet factor, parallel donor: 0.78539
Sheet factor, perpendicular donor, in-plane acceptors: 1.17810
Exponent, in-plane acceptors: -3.99992
Disc of radius 200 angstrom, fraction at d, lattice: 0.9600
Same fraction from the formula: 0.9600
Radius supplying half the rate, over d: 0.6436
Lattice fraction inside that radius, d=200 angstrom: 0.4980
Exponent far from the disc, 2000-4000 angstrom: -5.9839
```
